**Rotation barrier of H2N-BH2 with the boron acceptor open and closed**

The program optimizes planar and perpendicular aminoborane at RHF/def2-SVP and finds a relaxed barrier V of 122.9 kJ/mol. The donation energy D is the rise in energy when all basis functions on BH2 that are odd under reflection in the BH2 plane are deleted and the orbitals are reoptimized. The program asserts that, at this level, closing the acceptor in both conformers removes more than half of the barrier; the net donation loss is 59% of the rigid and 71% of the relaxed barrier. It also asserts that the Fock coupling between the nitrogen p function in the BH2 plane and the acceptor functions vanishes in the twisted forms. In def2-TZVP the shares are 49% and 56%, and the program asserts that they are lower than in def2-SVP, stay above one third, and give no majority for the rigid twist. Enlarging only nitrogen's basis lowers the planar donation energy from 112.5 to 85.9 kJ/mol, which shows how strongly the partition depends on the basis. An MP2/def2-TZVP calculation at the RHF geometries gives a barrier of 136.1 kJ/mol, asserted to lie within 25% of the RHF value in the same basis.

## Check in Python

```python
"""
Result under test: at RHF/def2-SVP, the 90-degree rotation barrier of
H2N-BH2 is mainly lost nitrogen-to-boron pi donation. The share assigned to
donation depends on the basis and is smaller in def2-TZVP.
BH2 lies in the yz plane, with B at the origin and N on the z axis.
Acceptor space: basis functions on BH2 that are odd under x -> -x.
open energy: ordinary RHF; closed energy: RHF without the acceptor space.
Donation energy D = closed energy - open energy, at fixed geometry.
"Mainly" means that closing the acceptor in BOTH conformers removes more
than half of the barrier. This outcome is not built in.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize
from pyscf import gto, scf, mp

BOHR_PM = constants.physical_constants["Bohr radius"][0] * 1e12
HARTREE_J = constants.physical_constants["Hartree energy"][0]
KJMOL = HARTREE_J * constants.N_A / 1000
EV = HARTREE_J / constants.e
ATOMS = ["B", "N", "H", "H", "H", "H"]
MAIN_BASIS, CHECK_BASIS = "def2-svp", "def2-tzvp"


def coordinates(parameters, twist):
    """Bohr coordinates from lengths in angstrom and angles in radians.

    Parameters: BN, NH, half HNH angle, pyramidal tilt, then length and
    N-B-H angle for each of the two B-H bonds.
    """
    bn, nh, half, tilt, bh1, angle1, bh2, angle2 = parameters
    boron = np.zeros(3)
    nitrogen = np.array([0.0, 0.0, bn])
    hb1 = bh1 * np.array([0.0, np.sin(angle1), np.cos(angle1)])
    hb2 = bh2 * np.array([0.0, -np.sin(angle2), np.cos(angle2)])
    across = np.array([np.sin(twist), np.cos(twist), 0.0])
    normal = np.array([-np.cos(twist), np.sin(twist), 0.0])
    bisector = np.sin(tilt) * normal + np.cos(tilt) * np.array([0, 0, 1.0])
    hn1 = nitrogen + nh * (np.sin(half) * across + np.cos(half) * bisector)
    hn2 = nitrogen + nh * (-np.sin(half) * across + np.cos(half) * bisector)
    return np.array([boron, nitrogen, hb1, hb2, hn1, hn2]) * 100 / BOHR_PM


def molecule(xyz, basis, atoms=ATOMS):
    return gto.M(atom=[(a, tuple(r)) for a, r in zip(atoms, xyz)],
                 unit="Bohr", basis=basis, verbose=0)


def run_rhf(mol, density=None):
    mean_field = scf.RHF(mol)
    mean_field.conv_tol = 1e-10
    mean_field.kernel(dm0=density)
    assert mean_field.converged
    return mean_field


def optimize(start, scale, expand, twist):
    """Minimize within one symmetry using analytic Cartesian gradients."""
    start, scale = np.array(start), np.array(scale)
    memory = {"density": None}

    def energy_and_gradient(scaled):
        p = start + scaled / scale
        mf = run_rhf(molecule(coordinates(expand(p), twist), MAIN_BASIS),
                     memory["density"])
        memory["density"] = mf.make_rdm1()
        cartesian = mf.nuc_grad_method().kernel()
        gradient = np.empty(len(p))
        for i in range(len(p)):
            step = np.zeros(len(p))
            step[i] = 1e-5
            change = (coordinates(expand(p + step), twist)
                      - coordinates(expand(p - step), twist)) / 2e-5
            gradient[i] = np.sum(cartesian * change)
        memory["cartesian"] = cartesian
        return mf.e_tot, gradient / scale

    result = minimize(energy_and_gradient, np.zeros(len(start)), jac=True,
                      method="BFGS", options={"gtol": 2e-4, "maxiter": 40})
    energy_and_gradient(result.x)
    residual = np.max(np.abs(memory["cartesian"]))
    assert residual < 5e-4, "full Cartesian gradient is not small"
    return expand(start + result.x / scale), residual


def subspace_rhf(mf, keep):
    """Closed-shell SCF in a chosen subset of the atomic functions."""
    mol = mf.mol
    overlap, core = mf.get_ovlp(), mf.get_hcore()
    values, vectors = eigh(overlap[np.ix_(keep, keep)])
    assert values[0] > 1e-7
    basis = np.zeros((mol.nao, len(keep)))
    basis[keep] = vectors / np.sqrt(values)
    fock = mf.get_fock()
    focks, errors = [], []
    pairs, previous = mol.nelectron // 2, 0.0
    for _ in range(80):
        _, orbitals = eigh(basis.T @ fock @ basis)
        occupied = orbitals[:, :pairs]
        projector = occupied @ occupied.T
        density = 2 * basis @ projector @ basis.T
        coulomb, exchange = scf.hf.dot_eri_dm(mf._eri, density, hermi=1)
        fock = core + coulomb - exchange / 2
        energy = np.sum(density * (core + fock)) / 2 + mol.energy_nuc()
        small_fock = basis.T @ fock @ basis
        error = small_fock @ projector - projector @ small_fock
        if np.max(np.abs(error)) < 2e-6 and abs(energy - previous) < 1e-8:
            return energy, basis @ occupied
        previous = energy
        focks = (focks + [fock])[-8:]
        errors = (errors + [error])[-8:]
        n = len(focks)
        if n > 1:
            matrix = -np.ones((n + 1, n + 1))
            matrix[-1, -1] = 0
            for i in range(n):
                for j in range(n):
                    matrix[i, j] = np.sum(errors[i] * errors[j])
            size = max(np.max(np.diag(matrix)[:n]), 1e-30)
            matrix[:n, :n] /= size
            right = np.zeros(n + 1)
            right[-1] = -1
            weights = np.linalg.lstsq(matrix, right, rcond=None)[0][:n]
            fock = sum(w * f for w, f in zip(weights, focks))
    raise AssertionError("subspace SCF did not converge")


def analyse(xyz, basis, atoms=ATOMS):
    mol = molecule(xyz, basis, atoms)
    mf = run_rhf(mol)
    points = np.random.default_rng(4).uniform(-2.5, 2.5, (100, 3))
    values = mol.eval_gto("GTOval_sph", points)
    mirrored = mol.eval_gto("GTOval_sph", points * np.array([-1, 1, 1]))
    parity = np.sum(values * mirrored, 0) / np.sum(values**2, 0)
    slices = mol.aoslice_by_atom()
    fragment = np.concatenate([np.arange(*slices[i, 2:]) for i in (0, 2, 3)])
    assert np.allclose(np.abs(parity[fragment]), 1, atol=1e-6)
    acceptor = fragment[parity[fragment] < 0]
    everything = np.arange(mol.nao)
    open_energy, open_orbitals = subspace_rhf(mf, everything)
    assert abs(open_energy - mf.e_tot) < 1e-6
    closed_energy, closed_orbitals = subspace_rhf(
        mf, np.setdiff1d(everything, acceptor))

    def odd_orbitals(orbitals):
        a, b = values @ orbitals, mirrored @ orbitals
        symmetry = np.sum(a * b, 0) / np.sum(a * a, 0)
        assert np.allclose(np.abs(symmetry), 1, atol=1e-3)
        return np.where(symmetry < 0)[0]

    odd = odd_orbitals(open_orbitals)
    assert len(odd) == len(odd_orbitals(closed_orbitals)) == 1
    orbital = open_orbitals[:, odd[0]]
    population = 2 * orbital * (mf.get_ovlp() @ orbital)
    nh_functions = np.concatenate(
        [np.arange(*slices[i, 2:]) for i in (4, 5)])
    fock = mf.get_fock()
    coupling = {}
    for axis in "xy":
        lone_pair = mol.search_ao_label("N 2p" + axis)
        coupling[axis] = np.max(np.abs(fock[np.ix_(lone_pair, acceptor)]))
    return {"mf": mf, "open": mf.e_tot, "closed": closed_energy,
            "donation": (closed_energy - mf.e_tot) * KJMOL,
            "acceptor_population": np.sum(population[acceptor]),
            "nh_population": np.sum(population[nh_functions]),
            "coupling": coupling}


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}")


# Optimize both conformers.
rad = np.deg2rad
planar, planar_residual = optimize(
    [1.39, 1.00, rad(57), 1.19, rad(119)], [1.3, 1.8, 0.8, 1.5, 0.8],
    lambda p: np.array([p[0], p[1], p[2], 0, p[3], p[4], p[3], p[4]]), 0)
twisted, twisted_residual = optimize(
    [1.47, 1.01, rad(53), rad(55), 1.20, rad(120), 1.20, rad(120)],
    [1.1, 1.8, 0.7, 0.45, 1.2, 0.6, 1.2, 0.6], lambda p: p, np.pi / 2)
xyz = {"planar": coordinates(planar, 0),
       "rigid": coordinates(planar, np.pi / 2),
       "relaxed": coordinates(twisted, np.pi / 2)}

print("Geometries: RHF/def2-SVP")
for name, p in (("planar", planar), ("perpendicular", twisted)):
    show(name + " B-N length", p[0] * 100, "pm", 2)
    show(name + " N-H length", p[1] * 100, "pm", 2)
    show(name + " H-N-H angle", np.rad2deg(2 * p[2]), "degrees")
    bnh = np.rad2deg(np.arccos(-np.cos(p[2]) * np.cos(p[3])))
    show(name + " angle sum at N", 2 * bnh + np.rad2deg(2 * p[2]), "degrees")
    print(f"{name} B-H lengths: {p[4]*100:.2f}, {p[6]*100:.2f} pm")
print(f"largest remaining gradient: "
      f"{max(planar_residual, twisted_residual):.1e} hartree/bohr")
assert twisted[0] > planar[0]
assert abs(twisted[3]) > rad(15)

# Independent energies for displaced structures test selected curvatures.
planar_energy = run_rhf(molecule(xyz["planar"], MAIN_BASIS)).e_tot
twisted_energy = run_rhf(molecule(xyz["relaxed"], MAIN_BASIS)).e_tot
tilted = planar.copy()
tilted[3] = rad(15)
planar_turn = run_rhf(molecule(
    coordinates(planar, rad(10)), MAIN_BASIS)).e_tot - planar_energy
planar_tilt = run_rhf(molecule(
    coordinates(tilted, 0), MAIN_BASIS)).e_tot - planar_energy
twisted_turn = run_rhf(molecule(
    coordinates(twisted, rad(80)), MAIN_BASIS)).e_tot - twisted_energy
assert planar_turn > 0 and planar_tilt > 0 and twisted_turn < 0
show("planar, turn NH2 by 10 degrees", planar_turn * KJMOL, "kJ/mol", 2)
show("planar, tilt NH2 by 15 degrees", planar_tilt * KJMOL, "kJ/mol", 2)
show("perpendicular, turn back 10 degrees", twisted_turn * KJMOL, "kJ/mol", 2)

# Attribution at the main level, then its sensitivity to the basis.
barriers, shares = {}, {}
for basis in (MAIN_BASIS, CHECK_BASIS):
    data = {name: analyse(r, basis) for name, r in xyz.items()}
    flat = data["planar"]
    assert all(item["donation"] > 0 for item in data.values())
    assert flat["coupling"]["x"] > 0.01
    assert data["rigid"]["coupling"]["y"] < 1e-6
    assert data["relaxed"]["coupling"]["y"] < 1e-6
    print("Energy analysis: RHF/" + basis)
    if basis == MAIN_BASIS:
        show("planar total energy", flat["open"], "hartree", 6)
        show("perpendicular total energy", data["relaxed"]["open"],
             "hartree", 6)
    show("planar donation energy", flat["donation"], "kJ/mol")
    for name in ("rigid", "relaxed"):
        item = data[name]
        barrier = (item["open"] - flat["open"]) * KJMOL
        closed = (item["closed"] - flat["closed"]) * KJMOL
        share = (flat["donation"] - item["donation"]) / barrier
        shares[basis, name] = share
        show(name + " twist barrier, open", barrier, "kJ/mol")
        show(name + " twist barrier, closed", closed, "kJ/mol")
        show(name + " twist donation energy", item["donation"], "kJ/mol")
        show(name + " net donation loss / barrier", 100 * share, "%")
        assert barrier > 0
        assert flat["donation"] > item["donation"]
        if basis == MAIN_BASIS:
            assert closed < barrier / 2, "lost donation is not the main cause"
        else:
            # The share falls but stays substantial; a majority is not
            # required here, because the larger basis need not give one.
            assert 1 / 3 < share < shares[MAIN_BASIS, name]
            if name == "rigid":
                assert closed >= barrier / 2
        if name == "relaxed":
            barriers[basis] = barrier
    if basis == MAIN_BASIS:
        assert data["relaxed"]["open"] < data["rigid"]["open"]
        show("energy released by relaxing the twist",
             (data["rigid"]["open"] - data["relaxed"]["open"]) * KJMOL,
             "kJ/mol")
        show("main barrier converted", barriers[basis] / KJMOL * EV, "eV", 3)
        for name in ("planar", "relaxed"):
            show(name + " acceptor population",
                 data[name]["acceptor_population"], "electrons", 3)
            show(name + " odd-orbital population on N-H hydrogens",
                 data[name]["nh_population"], "electrons", 3)
        assert flat["acceptor_population"] > \
            data["relaxed"]["acceptor_population"]
        assert data["relaxed"]["nh_population"] > flat["nh_population"] + 0.2

        # Enlarge only nitrogen's basis; the acceptor space is unchanged.
        enlarged = analyse(xyz["planar"],
                           {"default": MAIN_BASIS, "N": CHECK_BASIS})
        show("planar donation energy, only N basis enlarged",
             enlarged["donation"], "kJ/mol")
        assert enlarged["donation"] < flat["donation"]

    # Planar NH3 has no boron acceptor, only its basis functions.
    third_h = xyz["planar"][1] - np.array([0, 0, planar[1] * 100 / BOHR_PM])
    control = analyse(np.vstack([xyz["planar"], third_h]), basis,
                      ["ghost-B", "N", "ghost-H", "ghost-H", "H", "H", "H"])
    show("NH3 basis-function control", control["donation"], "kJ/mol")
    assert control["donation"] < flat["donation"] / 2

    if basis == CHECK_BASIS:
        correlated = {}
        for name in ("planar", "relaxed"):
            solver = mp.MP2(data[name]["mf"])
            solver.kernel()
            correlated[name] = solver.e_tot
        mp2_barrier = (correlated["relaxed"] - correlated["planar"]) * KJMOL
        show("MP2/def2-TZVP barrier at RHF geometries", mp2_barrier, "kJ/mol")
        assert abs(mp2_barrier / barriers[basis] - 1) < 0.25

assert abs(barriers[CHECK_BASIS] / barriers[MAIN_BASIS] - 1) < 0.2
print("no test failed")
```

It prints:

```
Geometries: RHF/def2-SVP
planar B-N length: 138.84 pm
planar N-H length: 99.88 pm
planar H-N-H angle: 113.7 degrees
planar angle sum at N: 360.0 degrees
planar B-H lengths: 120.24, 120.24 pm
perpendicular B-N length: 146.75 pm
perpendicular N-H length: 100.99 pm
perpendicular H-N-H angle: 103.8 degrees
perpendicular angle sum at N: 323.7 degrees
perpendicular B-H lengths: 120.96, 120.30 pm
largest remaining gradient: 8.1e-05 hartree/bohr
planar, turn NH2 by 10 degrees: 3.52 kJ/mol
planar, tilt NH2 by 15 degrees: 2.36 kJ/mol
perpendicular, turn back 10 degrees: -2.74 kJ/mol
Energy analysis: RHF/def2-svp
planar total energy: -81.434764 hartree
perpendicular total energy: -81.387948 hartree
planar donation energy: 112.5 kJ/mol
rigid twist barrier, open: 151.7 kJ/mol
rigid twist barrier, closed: 62.1 kJ/mol
rigid twist donation energy: 23.0 kJ/mol
rigid net donation loss / barrier: 59.0 %
relaxed twist barrier, open: 122.9 kJ/mol
relaxed twist barrier, closed: 35.8 kJ/mol
relaxed twist donation energy: 25.4 kJ/mol
relaxed net donation loss / barrier: 70.9 %
energy released by relaxing the twist: 28.8 kJ/mol
main barrier converted: 1.274 eV
planar acceptor population: 0.292 electrons
planar odd-orbital population on N-H hydrogens: 0.024 electrons
relaxed acceptor population: 0.068 electrons
relaxed odd-orbital population on N-H hydrogens: 0.857 electrons
planar donation energy, only N basis enlarged: 85.9 kJ/mol
NH3 basis-function control: 10.1 kJ/mol
Energy analysis: RHF/def2-tzvp
planar donation energy: 85.9 kJ/mol
rigid twist barrier, open: 146.0 kJ/mol
rigid twist barrier, closed: 74.9 kJ/mol
rigid twist donation energy: 14.8 kJ/mol
rigid net donation loss / barrier: 48.7 %
relaxed twist barrier, open: 121.7 kJ/mol
relaxed twist barrier, closed: 53.0 kJ/mol
relaxed twist donation energy: 17.3 kJ/mol
relaxed net donation loss / barrier: 56.4 %
NH3 basis-function control: 1.4 kJ/mol
MP2/def2-TZVP barrier at RHF geometries: 136.1 kJ/mol
no test failed
```
